# Pseudomomentum of an ion and its coupled cyclotron motion: a numerical check

```python
"""
Result under test: an ion (total charge Q, total mass M) in a field B along z has
pseudomomentum K with [Kx,Ky] = -i hbar Q B, and its Hamiltonian is exactly
    H = (Pi - B x d)^2/(2M) + H_int,   Pi = P - (Q/2) B x R,
with internal dipole d = -e_eff * sum(r_i), e_eff = e + Q m/M, r_i measured from
the nucleus. The coupling changes the collective mass to about M + alpha B^2,
where alpha is the transverse polarizability of the internal state.
Atomic units: hbar = e = electron mass = 1. Spin and free z motion are omitted.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, lpmv, roots_laguerre
from scipy.constants import physical_constants


# ---------- commutators from differential operators in the laboratory frame ----------
def check_commutators():
    x0, y0, x1, y1 = coords = sp.symbols("x0 y0 x1 y1", real=True)
    q0, q1, field = sp.symbols("q0 q1 B", real=True)
    particles = [(x0, y0, q0, sp.Integer(7)), (x1, y1, q1, sp.Integer(1))]
    potential = 1 / (1 + (x1 - x0)**2 + (y1 - y0)**2)

    def k_x(f):
        return sum(-sp.I*sp.diff(f, x) - q*field*y*f/2 for x, y, q, _ in particles)

    def k_y(f):
        return sum(-sp.I*sp.diff(f, y) + q*field*x*f/2 for x, y, q, _ in particles)

    def hamiltonian(f):
        total = potential*f
        for x, y, q, mass in particles:
            def pi_x(g):
                return -sp.I*sp.diff(g, x) + q*field*y*g/2

            def pi_y(g):
                return -sp.I*sp.diff(g, y) - q*field*x*g/2
            total += (pi_x(pi_x(f)) + pi_y(pi_y(f)))/(2*mass)
        return total

    f = 1 + x0*y1 + x0**2*y0*x1 + y1**3 + x1**2*y0
    commutator = sp.factor(sp.expand(k_x(k_y(f)) - k_y(k_x(f))))
    ratio = sp.cancel(commutator/f)
    assert sp.expand(ratio + sp.I*field*(q0 + q1)) == 0
    point = dict(zip(coords, [sp.Rational(1, 3), sp.Rational(2, 5),
                              sp.Rational(-3, 7), sp.Rational(5, 4)]))
    for k in (k_x, k_y):
        remainder = (hamiltonian(k(f)) - k(hamiltonian(f))).subs(point)
        assert sp.expand(remainder) == 0
    return ratio


# ---------- exact separation for a nucleus and two electrons ----------
def check_separation():
    m, m0, z, b = sp.symbols("m M0 Z B", positive=True)
    total_mass, charge = m0 + 2*m, z - 2
    e_eff = 1 + charge*m/total_mass
    names = ["R", "r1", "r2", "P", "p1", "p2"]
    R, r1, r2, P, p1, p2 = [sp.Matrix(sp.symbols(n + "x " + n + "y")) for n in names]

    def cross(v):
        return b*sp.Matrix([-v[1], v[0]])

    S = r1 + r2
    phase = -e_eff/2*S.dot(cross(R))

    def gradient(v):
        return sp.Matrix([sp.diff(phase, c) for c in v])

    Pt, p1t, p2t = P + gradient(R), p1 + gradient(r1), p2 + gradient(r2)
    nucleus = R - m*S/total_mass
    positions = [nucleus, nucleus + r1, nucleus + r2]
    momenta = [m0*Pt/total_mass - p1t - p2t,
               p1t + m*Pt/total_mass, p2t + m*Pt/total_mass]
    charges, masses = [z, -1, -1], [m0, m, m]
    kinetic_lab = 0
    pseudo = sp.zeros(2, 1)
    for q, mass, pos, mom in zip(charges, masses, positions, momenta):
        kin = mom - q*cross(pos)/2
        kinetic_lab += kin.dot(kin)/(2*mass)
        pseudo += mom + q*cross(pos)/2
    w = [p + cross(r)/2 - m*(1 + e_eff)*cross(S)/(2*total_mass)
         for p, r in ((p1, r1), (p2, r2))]
    collective = P - charge*cross(R)/2 + e_eff*cross(S)
    wsum = w[0] + w[1]
    separated = (collective.dot(collective)/(2*total_mass)
                 + (w[0].dot(w[0]) + w[1].dot(w[1]))/(2*m) + wsum.dot(wsum)/(2*m0))
    variables = [c for v in (R, r1, r2, P, p1, p2) for c in v]
    difference = sp.Poly(sp.expand(kinetic_lab - separated), *variables)
    assert all(sp.cancel(sp.together(c)) == 0 for c in difference.coeffs())
    k_difference = pseudo - (P + charge*cross(R)/2)
    assert all(sp.cancel(sp.together(c)) == 0 for c in k_difference)


# ---------- laboratory equations of motion of two elastically bound charges ----------
def newton_frequencies(charges, masses, spring, field):
    """Signed frequencies w for x + iy proportional to exp(-i w t)."""
    matrix = np.zeros((4, 4), complex)
    for a in range(2):
        matrix[a, 2 + a] = 1
        matrix[2 + a, a] = -spring/masses[a]
        matrix[2 + a, 1 - a] = spring/masses[a]
        matrix[2 + a, 2 + a] = -1j*charges[a]*field/masses[a]
    frequencies = -np.linalg.eigvals(matrix).imag
    return frequencies[np.argsort(abs(frequencies))]


# ---------- orthonormal Laguerre times spherical-harmonic basis ----------
def internal_matrices(n_radial, n_l, m_max, decay):
    """Matrices of p^2/2, 1/r, rho^2, Lz and x+iy; even under z reflection."""
    x, weight = roots_laguerre(40)
    r, weight = x/(2*decay), weight/(2*decay)
    c, wc = np.polynomial.legendre.leggauss(24)

    def radial(l):
        g, dg = [], []
        for n in range(n_radial):
            lag = eval_genlaguerre(n, 2*l + 2, x)
            dlag = -2*decay*eval_genlaguerre(n - 1, 2*l + 3, x) if n else 0*x
            u = r**(l + 1)*lag
            du = (l + 1)*r**l*lag + r**(l + 1)*dlag - decay*u
            norm = np.sqrt(np.sum(weight*u*u))
            g.append(u/norm)
            dg.append(du/norm)
        return np.array(g), np.array(dg)

    def angular(l, m):
        t = lpmv(abs(m), l, c)
        return t/np.sqrt(np.sum(wc*t*t))

    labels = [(m, abs(m) + 2*j) for m in range(-m_max, m_max + 1) for j in range(n_l)]
    rad = {l: radial(l) for _, l in labels}
    size = n_radial*len(labels)
    kinetic, inv_r, rho2, dplus = [np.zeros((size, size)) for _ in range(4)]
    lz = np.diag(np.repeat([float(m) for m, _ in labels], n_radial))
    for i, (m, l) in enumerate(labels):
        rows = slice(i*n_radial, (i + 1)*n_radial)
        g, dg = rad[l]
        for j, (mp, lp) in enumerate(labels):
            cols = slice(j*n_radial, (j + 1)*n_radial)
            gp = rad[lp][0]
            if m == mp:
                ang = np.sum(wc*angular(l, m)*angular(lp, mp)*(1 - c*c))
                rho2[rows, cols] = ang*(g*weight*r*r) @ gp.T
                if l == lp:
                    kinetic[rows, cols] = 0.5*((dg*weight) @ dg.T
                                               + l*(l + 1)*(g*weight/r**2) @ g.T)
                    inv_r[rows, cols] = (g*weight/r) @ g.T
            elif m == mp + 1:
                ang = np.sum(wc*angular(l, m)*angular(lp, mp)*np.sqrt(1 - c*c))
                dplus[rows, cols] = ang*(g*weight*r) @ gp.T
    return kinetic, inv_r, rho2, lz, dplus


Z, M0, m_e = 2.0, 199.0, 1.0
M, Q = M0 + m_e, Z - 1.0
mu = M0*m_e/M
e_eff = 1 + Q*m_e/M
e_int = 1 - m_e*(1 + e_eff)/M


def internal_hamiltonian(mats, field, dressed):
    kinetic, inv_r, rho2, lz, _ = mats
    h = (kinetic/mu - Z*inv_r + e_int*field*lz/(2*mu)
         + e_int**2*field**2*rho2/(8*mu))
    return h + e_eff**2*field**2*rho2/(2*M) if dressed else h


def responses(h, mats, omega):
    """Ground energy, ground vector, A_plus(omega), A_minus(-omega), admixture sum."""
    energy, vec = eigh(h)
    ground = vec[:, 0]
    up = (vec.T @ (e_eff*mats[4] @ ground))[1:]**2
    down = (vec.T @ (e_eff*mats[4].T @ ground))[1:]**2
    gap = energy[1:] - energy[0]
    return (energy[0], ground, np.sum(up/(gap + omega)),
            np.sum(down/(gap - omega)), np.sum(up/(gap + omega)**2))


def coupled_levels(mats, field, n_collective=6):
    """Diagonalize the full Hamiltonian built from Cartesian Pi and d matrices."""
    big = n_collective + 2
    a = np.diag(np.sqrt(np.arange(1.0, big)), 1)
    scale = np.sqrt(Q*field/2)
    pix, piy = scale*(a + a.T), scale*(a - a.T)/1j
    cut = slice(0, n_collective)
    pi2 = (pix @ pix + piy @ piy)[cut, cut]
    dx = -e_eff*(mats[4] + mats[4].T)/2
    dy = -e_eff*(mats[4] - mats[4].T)/2j
    h = (np.kron(pi2/(2*M), np.eye(len(dx)))
         + np.kron(np.eye(n_collective), internal_hamiltonian(mats, field, True))
         + field/M*(np.kron(pix[cut, cut], dy) - np.kron(piy[cut, cut], dx)))
    return eigh(h, subset_by_index=[0, 2])


def close(value, reference, rtol):
    assert abs(value - reference) <= rtol*abs(reference), (value, reference)


ratio = check_commutators()
check_separation()
print("[Kx,Ky] for two charges q0,q1 (hbar=1):", ratio)

# Elastic ions: retardation makes relative corrections of order 1/M, here 0.001.
k_spring, elastic_M = 1.0, 1000.0
print("elastic ions: B = 1 a.u., spring = 1 a.u., M = %.0f m_e" % elastic_M)
for q_nucleus in (2.0, 0.5):
    q_total = q_nucleus - 1
    slow = newton_frequencies((q_nucleus, -1.0), (elastic_M - 1, 1.0), k_spring, 1.0)
    assert abs(slow[0]) < 1e-10 and slow[1]*q_total > 0
    added = q_total/slow[1] - elastic_M
    predicted = (1 + q_total/elastic_M)**2/k_spring
    close(added, predicted, 0.01)
    print("  Q = %+.1f e: added mass from motion %.5f, alpha B^2 %.5f m_e"
          % (q_total, added, predicted))
equal = newton_frequencies((2.0, 1.0), (2.0, 1.0), k_spring, 1.0)
kohn_error = np.min(abs(equal - 1.0))
assert kohn_error < 1e-10
print("equal q/m, Q = 3 e, M = 3 m_e: mode minus QB/M = %.1e a.u." % kohn_error)

mats = internal_matrices(10, 3, 2, Z*mu)
e_free, _, ap, am, _ = responses(internal_hamiltonian(mats, 0.0, False), mats, 0.0)
close(e_free, -mu*Z**2/2, 1e-9)
close((ap + am)/2, 4.5*e_eff**2/(mu**3*Z**4), 1e-8)
print("Coulomb ion: Z = %.0f, M0 = %.0f m_e, M = %.0f m_e, Q = %.0f e" % (Z, M0, M, Q))
print("reduced mass = %.6f m_e, e_eff = %.6f e" % (mu, e_eff))
print("internal field charge e_int = %.6f e" % e_int)
print("B = 0: internal energy = %.6f hartree, alpha = %.6f a.u." % (e_free, (ap + am)/2))
tesla = physical_constants["atomic unit of mag. flux density"][0]
ev = physical_constants["Hartree energy in eV"][0]

for B in (0.5, 1.0, 2.0):
    omega = Q*B/M
    bare = responses(internal_hamiltonian(mats, B, False), mats, 0.0)
    alpha = (bare[2] + bare[3])/2
    dressed_h = internal_hamiltonian(mats, B, True)
    e0, ground, a_plus, a_minus, mixing_sum = responses(dressed_h, mats, omega)
    static = responses(dressed_h, mats, 0.0)
    alpha_dressed = (static[2] + static[3])/2

    # Polarizability from the energy in a small static transverse electric field.
    electric = 0.01
    x_matrix = (mats[4] + mats[4].T)/2
    e_field = eigh(dressed_h + electric*e_eff*x_matrix, eigvals_only=True)[0]
    close(-2*(e_field - e0)/electric**2, alpha_dressed, 1e-3)

    levels, vectors = coupled_levels(mats, B)
    spacing = levels[1] - levels[0]
    prefactor = Q*B**3/(2*M**2)
    spacing_shift = -prefactor*(a_plus + a_minus)
    close(spacing - omega, spacing_shift, 1e-3)
    close(levels[2] - levels[1] - omega, spacing_shift, 1e-3)
    zero_shift = levels[0] - e0 - omega/2
    close(zero_shift, -prefactor*a_plus, 1e-3)
    constant = zero_shift - (spacing - omega)/2
    constant_formula = -prefactor*(a_plus - a_minus)/2
    close(constant, constant_formula, 5e-3)
    added_mass = Q*B/spacing - M
    close(added_mass, alpha*B**2, 0.02)
    product_ground = np.zeros(len(vectors))
    product_ground[:len(ground)] = ground
    admixture = 1 - abs(product_ground @ vectors[:, 0])**2
    close(admixture, prefactor*mixing_sum, 0.01)

    print("B = %.1f a.u. = %.4e T" % (B, B*tesla))
    print("  internal energy with W2 = %.6f hartree" % e0)
    print("  alpha without W2 = %.6f, with W2 = %.6f a.u." % (alpha, alpha_dressed))
    print("  A_plus(Omega) = %.6f, A_minus(-Omega) = %.6f a.u." % (a_plus, a_minus))
    print("  bare spacing = %.8f, coupled = %.8f hartree" % (omega, spacing))
    print("  spacing shift: coupled %.5e, formula %.5e hartree"
          % (spacing - omega, spacing_shift))
    print("  added mass: coupled %.5f, alpha B^2 %.5f m_e" % (added_mass, alpha*B**2))
    print("  constant shift: coupled %.4e, formula %.4e hartree"
          % (constant, constant_formula))
    print("  internal admixture: coupled %.4e, formula %.4e"
          % (admixture, prefactor*mixing_sum))
    if B == 1.0:
        print("  coupled spacing = %.6f eV" % (spacing*ev))

# Basis convergence at the strongest field.
large = internal_matrices(14, 4, 1, Z*mu)
converged = responses(internal_hamiltonian(large, B, False), large, 0.0)
alpha_large = (converged[2] + converged[3])/2
close(bare[0], converged[0], 1e-3)
close(alpha, alpha_large, 5e-3)
print("larger basis, B = %.1f a.u.: energy change %.1e hartree" % (B, converged[0] - bare[0]))
print("larger basis, B = %.1f a.u.: alpha change %.1e a.u." % (B, alpha_large - alpha))
print("done: every assertion held")
```

It prints:

```
[Kx,Ky] for two charges q0,q1 (hbar=1): -I*B*q0 - I*B*q1
elastic ions: B = 1 a.u., spring = 1 a.u., M = 1000 m_e
  Q = +1.0 e: added mass from motion 1.00300, alpha B^2 1.00200 m_e
  Q = -0.5 e: added mass from motion 0.99850, alpha B^2 0.99900 m_e
equal q/m, Q = 3 e, M = 3 m_e: mode minus QB/M = 0.0e+00 a.u.
Coulomb ion: Z = 2, M0 = 199 m_e, M = 200 m_e, Q = 1 e
reduced mass = 0.995000 m_e, e_eff = 1.005000 e
internal field charge e_int = 0.989975 e
B = 0: internal energy = -1.990000 hartree, alpha = 0.288374 a.u.
B = 0.5 a.u. = 1.1753e+05 T
  internal energy with W2 = -1.974398 hartree
  alpha without W2 = 0.273567, with W2 = 0.273176 a.u.
  A_plus(Omega) = 0.234051, A_minus(-Omega) = 0.312536 a.u.
  bare spacing = 0.00250000, coupled = 0.00249915 hartree
  spacing shift: coupled -8.54045e-07, formula -8.54043e-07 hartree
  added mass: coupled 0.06835, alpha B^2 0.06839 m_e
  constant shift: coupled 6.1317e-08, formula 6.1316e-08 hartree
  internal admixture: coupled 1.8135e-07, formula 1.8135e-07
B = 1.0 a.u. = 2.3505e+05 T
  internal energy with W2 = -1.930146 hartree
  alpha without W2 = 0.242328, with W2 = 0.241293 a.u.
  A_plus(Omega) = 0.179204, A_minus(-Omega) = 0.304083 a.u.
  bare spacing = 0.00500000, coupled = 0.00499396 hartree
  spacing shift: coupled -6.04116e-06, formula -6.04109e-06 hartree
  added mass: coupled 0.24194, alpha B^2 0.24233 m_e
  constant shift: coupled 7.8052e-07, formula 7.8050e-07 hartree
  internal admixture: coupled 9.0653e-07, formula 9.0651e-07
  coupled spacing = 0.135893 eV
B = 2.0 a.u. = 4.7010e+05 T
  internal energy with W2 = -1.776119 hartree
  alpha without W2 = 0.182287, with W2 = 0.180507 a.u.
  A_plus(Omega) = 0.106830, A_minus(-Omega) = 0.255660 a.u.
  bare spacing = 0.01000000, coupled = 0.00996375 hartree
  spacing shift: coupled -3.62498e-05, formula -3.62491e-05 hartree
  added mass: coupled 0.72763, alpha B^2 0.72915 m_e
  constant shift: coupled 7.4417e-06, formula 7.4415e-06 hartree
  internal admixture: coupled 3.0673e-06, formula 3.0672e-06
larger basis, B = 2.0 a.u.: energy change -1.2e-06 hartree
larger basis, B = 2.0 a.u.: alpha change -2.8e-06 a.u.
done: every assertion held
```
